# Kirkwood's Formula for Rigid Dipoles from Long-Wavelength Polarization Waves, part 1

(Sections cited here and not found follow in the second part.)

## First half: one longitudinal and two transverse variances

### What goes wrong without the result

Suppose that the positions and orientations of many polar molecules are known, from a simulation for instance, and the static permittivity is wanted. An obvious procedure is to square the total dipole moment, average it, divide by the value for independent molecules, and put the ratio into Kirkwood's formula as its correlation factor. For the lattice of dipoles treated in the second half this ratio is 1.75, and it would give a permittivity of about 5.6. The same dipoles, placed in a weak field, polarize with a permittivity of 4.3.

The average was correct, but it was put to the wrong use. The total moment of a sample depends on what surrounds the sample, whereas the correlation factor belongs to the medium. A quantity that belongs to the medium is found by looking at polarization waves which are long compared with molecular distances but short compared with the sample. There are three such waves for each wave vector, one longitudinal and two transverse. The sum of their variances gives Kirkwood's formula, and no cavity has to be cut out of the medium to obtain it.

### Conventions

The medium consists of $N$ molecules in a volume $V$, with number density $n=N/V$, at temperature $T$. Each carries a dipole $\boldsymbol\mu_i$ of fixed length $\mu$ at the position $\mathbf r_i$. The dipoles are rigid: they turn, but a field does not stretch them, so the permittivity at frequencies too high for rotation is 1. The statistics are classical, there are no free charges, and the medium is in its disordered phase, without a mean polarization. It is a liquid, or a crystal of cubic symmetry whose dielectric tensor is a single number $\varepsilon$.

Units are such that $4\pi\varepsilon_0=1$. The macroscopic field $\mathbf E$ and the polarization $\mathbf P$ then obey

$$\nabla\cdot(\mathbf E+4\pi\mathbf P)=4\pi\rho_{\rm ext},\qquad 4\pi\mathbf P=(\varepsilon-1)\mathbf E .$$

The strength of the dipoles is measured by

$$y=\frac{4\pi n\mu^2}{9k_BT},\qquad\text{or in SI units}\qquad y=\frac{n\mu^2}{9\varepsilon_0k_BT}.$$

The polarization wave with wave vector $\mathbf k$ has the amplitude

$$\mathbf M(\mathbf k)=\sum_i\boldsymbol\mu_i\,e^{-i\mathbf k\cdot\mathbf r_i}.$$

Its component along $\mathbf k$ is $M_L$. Each of its two components perpendicular to $\mathbf k$ is called $M_T$. The dimensionless variances are

$$v_L=\frac{4\pi\langle|M_L|^2\rangle}{Vk_BT},\qquad v_T=\frac{4\pi\langle|M_T|^2\rangle}{Vk_BT}.$$

The sample is made infinite first, and $k$ goes to zero afterwards. This order means that many wavelengths fit into the sample, however long the wave is.

### Simplest case: dipoles that ignore each other

Let the dipoles be so dilute that they do not interact. Different dipoles are then uncorrelated, and only the terms with $i=j$ survive in the square of a component $M_a$:

$$\langle|M_a|^2\rangle=\sum_{i,j}\langle\mu_{ia}\mu_{ja}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\rangle=\sum_i\langle\mu_{ia}^2\rangle=\frac{N\mu^2}{3}.$$

The factor 1/3 arises because the three squared components are equal on average and add up to $\mu^2$. Hence

$$v_L=v_T=\frac{4\pi n\mu^2}{3k_BT}=3y .$$

The permittivity of this gas follows from the Boltzmann factor $e^{\mu E\cos\theta/k_BT}\approx1+\mu E\cos\theta/k_BT$. The mean moment along the field is $\mu\langle\cos\theta\rangle=\mu^2E\langle\cos^2\theta\rangle/k_BT=\mu^2E/3k_BT$, so that $\varepsilon-1=4\pi P/E=3y$. To leading order in the density, each variance equals $\varepsilon-1$. The direction of the wave vector does not matter yet, because the dipoles do not feel the field that they make.

### Second case: a harmonic medium

Now let the polarization make a field that acts back, but keep the statistics simple. Take a continuous medium whose free energy is quadratic:

$$F=\int\left(\frac{P^2}{2\chi}+\frac{E_d^2}{8\pi}\right)d^3r .$$

Here $\mathbf E_d$ is the field made by the polarization itself, and $\chi$ is a local susceptibility. In a macroscopic field $E$ the local term is balanced when $P=\chi E$, hence $\varepsilon=1+4\pi\chi$.

The field of a polarization wave follows from two equations without external charge, $\nabla\cdot\mathbf E_d=-4\pi\nabla\cdot\mathbf P$ and $\nabla\times\mathbf E_d=0$. If $\mathbf P=\hat{\mathbf k}\,p\cos(\mathbf k\cdot\mathbf r)$ is longitudinal, then $\mathbf E_d=-4\pi\mathbf P$ satisfies both. It has the right divergence, and its curl vanishes because the field points along the direction in which it varies. If $\mathbf P$ is transverse, its divergence vanishes. There is then no bound charge, and $\mathbf E_d=0$.

Over many wavelengths $\cos^2$ averages to 1/2. For the longitudinal wave $E_d^2/8\pi=16\pi^2P^2/8\pi=2\pi P^2$, so

$$F_L=\frac V2\left(\frac{1}{2\chi}+2\pi\right)p^2=\frac V4\left(\frac1\chi+4\pi\right)p^2 .$$

Equipartition gives this quadratic energy the mean value $k_BT/2$:

$$\langle p^2\rangle=\frac{2k_BT}{V(1/\chi+4\pi)} .$$

It remains to pass from $p$ to $M_L$. The real part of $M_L$ is $C=\int P\cos(\mathbf k\cdot\mathbf r)\,d^3r=pV/2$. The sine wave contributes an imaginary part with the same variance. Therefore

$$\langle|M_L|^2\rangle=2\langle C^2\rangle=\frac{V^2}{2}\langle p^2\rangle=\frac{Vk_BT\,\chi}{1+4\pi\chi}.$$

Multiplication by $4\pi/Vk_BT$ and insertion of $4\pi\chi=\varepsilon-1$ give

$$v_L=\frac{4\pi\chi}{1+4\pi\chi}=\frac{\varepsilon-1}{\varepsilon}=1-\frac1\varepsilon .$$

For a transverse wave the term $4\pi$ is absent from the stiffness, and the same steps give $v_T=4\pi\chi=\varepsilon-1$.

The difference between the two results is electrostatic. A longitudinal fluctuation piles up bound charge on planes of constant phase and has to pay for the field between them. A transverse fluctuation piles up none. For small $\chi$ both variances become $4\pi\chi$, as in the dilute gas.

Rigid dipoles are not a harmonic medium. Their length is fixed, their orientations have a non-Gaussian distribution, and their close neighbours are correlated in a complicated way. The next case shows that neither result needs the harmonic assumption.

### General case: rigid dipoles with any interaction

Let $H$ be the full energy of the medium, including the interactions of the dipoles and all contact forces. Apply a weak external field $\mathbf E_0=\hat{\mathbf a}\,A\cos(\mathbf k\cdot\mathbf r)$, where $\hat{\mathbf a}$ is either parallel or perpendicular to $\mathbf k$. The field $\mathbf E_0$ does not contain the field of the dipoles, because their mutual energy is already in $H$. The energy changes by

$$-\sum_i\boldsymbol\mu_i\cdot\mathbf E_0(\mathbf r_i)=-AC,\qquad C=\sum_i\mu_{ia}\cos(\mathbf k\cdot\mathbf r_i).$$

The mean of $C$ in the field is a ratio of two Boltzmann averages. To first order in $A$,

$$\langle C\rangle_A=\frac{\langle C\,e^{AC/k_BT}\rangle}{\langle e^{AC/k_BT}\rangle}\approx\frac{\langle C\rangle+A\langle C^2\rangle/k_BT}{1+A\langle C\rangle/k_BT}=\frac{A\langle C^2\rangle}{k_BT},$$

where brackets without a subscript refer to the medium without the field, and $\langle C\rangle=0$ in the disordered phase.

Both sides can be expressed in macroscopic terms. On the left, the response is a wave $P\cos(\mathbf k\cdot\mathbf r)$, so $\langle C\rangle_A=PV/2$. On the right, write $M_a=C-iS$, where $S$ is the same sum with sines. Shifting the whole medium by $\mathbf R$ multiplies $M_a^2$ by $e^{-2i\mathbf k\cdot\mathbf R}$, while its average cannot change. Hence $\langle M_a^2\rangle=0$. In a crystal $\mathbf R$ is restricted to lattice vectors, and the argument still holds for long waves. The real part of $\langle M_a^2\rangle=0$ says $\langle C^2\rangle=\langle S^2\rangle$, so $\langle C^2\rangle=\tfrac12\langle|M_a|^2\rangle$. The factors 1/2 cancel, and

$$P=\frac{\langle|M_a|^2\rangle}{Vk_BT}\,A,\qquad\text{that is}\qquad 4\pi P=v_a\,A .\tag{1}$$

The variance of a wave is therefore its response to the applied field. This holds for any interaction among the dipoles, provided that the field is weak.

What remains is to express the same response through $\varepsilon$. The constitutive law contains the total macroscopic field, $\mathbf E=\mathbf E_0+\mathbf E_d$, and $\mathbf E_d$ is already known from the harmonic case, since Maxwell's equations do not ask how the polarization arose.

For the longitudinal wave $E=E_0-4\pi P$. The constitutive law becomes

$$4\pi P=(\varepsilon-1)(E_0-4\pi P).$$

Collecting the terms with $P$ on the left gives $4\pi P\,[1+(\varepsilon-1)]=(\varepsilon-1)E_0$. The bracket is $\varepsilon$, and so $4\pi P=(1-1/\varepsilon)E_0$.

For a transverse wave $E=E_0$, and $4\pi P=(\varepsilon-1)E_0$ directly. Comparison with equation (1) gives

$$v_L=1-\frac1\varepsilon,\qquad v_T=\varepsilon-1 .\tag{2}$$

One physical assumption has entered here: the same $\varepsilon$ describes both kinds of wave. It rests on the local character of the constitutive law. Once the macroscopic field has been separated off, the remaining response of a molecule depends on its surroundings within a finite correlation length. Over that length a very long wave looks like a uniform field, and a uniform field has no memory of whether the wave was longitudinal or transverse. The assumption fails when the wavelength becomes comparable with the correlation length.

A static transverse $\mathbf E_0$ has a curl and cannot be made by charges at rest. In the derivation it is a formal device that exerts the torque $\boldsymbol\mu_i\times\mathbf E_0$ on each dipole. The variance $v_T$ itself is a property of the medium without any field.

### Adding the three variances

The squared length of $\mathbf M$ is the sum over its three components. From equation (2),

$$v_L+2v_T=\left(1-\frac1\varepsilon\right)+2(\varepsilon-1).$$

Since $1-1/\varepsilon=(\varepsilon-1)/\varepsilon$, the factor $\varepsilon-1$ can be taken out:

$$v_L+2v_T=(\varepsilon-1)\left(\frac1\varepsilon+2\right)=\frac{(\varepsilon-1)(2\varepsilon+1)}{\varepsilon}.$$

On the other side, define the correlation factor by comparison with independent dipoles, for which $\langle|\mathbf M|^2\rangle=N\mu^2$:

$$g=\lim_{k\to0}\frac{\langle|\mathbf M(\mathbf k)|^2\rangle}{N\mu^2}.$$

Then $v_L+2v_T=4\pi N\mu^2g/Vk_BT=9yg$, and

$$\frac{(\varepsilon-1)(2\varepsilon+1)}{9\varepsilon}=y\,g .\tag{3}$$

This is Kirkwood's formula for rigid dipoles. The factor $2\varepsilon+1$, which a cavity calculation obtains from the field inside a spherical hole, here counts two transverse waves and one screened longitudinal wave.

To solve for $\varepsilon$, write $Q=9yg$ and multiply by $\varepsilon$. This gives $2\varepsilon^2-\varepsilon-1=Q\varepsilon$, or $2\varepsilon^2-(1+Q)\varepsilon-1=0$. The product of the two roots is $-1/2$, so one root is positive:

$$\varepsilon=\frac{1+Q+\sqrt{(1+Q)^2+8}}{4}.\tag{4}$$

### Limits of the formula

For a dilute gas put $\varepsilon=1+\delta$ with small $\delta$. The left side of equation (3) is $\delta(3+2\delta)/[9(1+\delta)]\approx\delta/3$. With $g=1$ this gives $\delta=3y$, the result for independent dipoles.

For a strongly polar medium, $\varepsilon\gg1$, the longitudinal variance approaches 1 and the transverse one grows without limit. Equation (3) becomes $2\varepsilon\approx9yg$. Nearly the whole fluctuation is then transverse, because a longitudinal wave still has to pay for the field of its bound charge, whereas the stiffness of a transverse wave goes to zero.

If $g$ is set to 1 at finite density, equation (3) becomes Onsager's equation for rigid dipoles. Its solution (4) is finite for every finite $y$. A different closure assumes that each dipole feels the mean local field $E+4\pi P/3$. Then $4\pi P=3y(E+4\pi P/3)$, so $4\pi P(1-y)=3yE$ and $\varepsilon-1=3y/(1-y)$, which diverges at $y=1$. In equation (3) a divergence at finite $y$ has to come from $g$, that is, from correlations that spread over ever more molecules as a ferroelectric transition is approached.

## Second half: the correlation factor, the boundary and a worked lattice

### Symbols and results carried over

The medium contains $N$ rigid dipoles $\mu$ at density $n$, with $y=4\pi n\mu^2/9k_BT$. The sum $\mathbf M(\mathbf k)=\sum_i\boldsymbol\mu_ie^{-i\mathbf k\cdot\mathbf r_i}$ has one longitudinal and two transverse components. In an infinite medium, for $k\to0$, their variances in units of $Vk_BT/4\pi$ are $v_L=1-1/\varepsilon$ and $v_T=\varepsilon-1$. With $g=\langle|\mathbf M|^2\rangle/N\mu^2$ in the same limit, their sum is

$$v_L+2v_T=\frac{(\varepsilon-1)(2\varepsilon+1)}{\varepsilon}=9yg .$$

A variance is also a response: a component of the polarization obeys $4\pi P=vE_0$, where $E_0$ is the applied field without the field of the dipoles.

### Why $g$ is a sum over near neighbours

Dipole forces have a long range, so it is not obvious that $g$ can be found from a molecule and its neighbourhood. The two variances decide the question. With $\hat{\mathbf k}=\mathbf k/k$, they combine into one tensor:

$$\frac{4\pi\langle M_aM_b^*\rangle}{Vk_BT}=(\varepsilon-1)(\delta_{ab}-\hat k_a\hat k_b)+\left(1-\frac1\varepsilon\right)\hat k_a\hat k_b .$$

The coefficient of $\hat k_a\hat k_b$ is $-(\varepsilon-1)+(\varepsilon-1)/\varepsilon=-(\varepsilon-1)^2/\varepsilon$, and therefore

$$\frac{4\pi\langle M_aM_b^*\rangle}{Vk_BT}=(\varepsilon-1)\delta_{ab}-\frac{(\varepsilon-1)^2}{\varepsilon}\hat k_a\hat k_b .$$

The last term depends on the direction from which $\mathbf k$ approaches zero. Such a discontinuity produces a long tail in space. Since $1/k^2$ is the Fourier transform of $1/4\pi r$, and each factor $k_a$ becomes $-i\partial_a$, the transform of $\hat k_a\hat k_b$ at $r\neq0$ is

$$-\partial_a\partial_b\frac{1}{4\pi r}=\frac{\delta_{ab}-3\hat r_a\hat r_b}{4\pi r^3}.$$

Two distant dipoles are thus correlated with the angular form of the dipole interaction, and the correlation falls as $1/r^3$. But $g$ contains the scalar product $\boldsymbol\mu_i\cdot\boldsymbol\mu_j$, which is the trace of this tensor. The trace of $\delta_{ab}-3\hat r_a\hat r_b$ is $3-3=0$, so the leading tail drops out. Corrections of relative order $k^2$ can still depend on direction in a crystal. By counting powers they give tails of order $1/r^5$, whose sum over space converges. Hence, with $k\to0$ taken inside the sum,

$$g=1+\sum_{j\ne0}\frac{\langle\boldsymbol\mu_0\cdot\boldsymbol\mu_j\rangle}{\mu^2}$$

is a property of the neighbourhood of one molecule in an infinite medium. Parallel neighbours raise it above 1, and antiparallel neighbours lower it.

The variances of one longitudinal and two transverse long waves add up to Kirkwood's formula, and its correlation factor $g$ is a property of the neighbourhood of one molecule in an infinite medium. It remains to show how the total moment of a finite sample depends on its surroundings, and to test the results on a lattice of turning dipoles.
